# The Friedel Sum Rule for a Slow Ion in an Electron Gas

## 1. The decision that needs the rule

To compute the electronic stopping of a slow ion in a metal, one scatters the conduction electrons off the ion's screened potential. A simple model is

$$V(r)=-\frac{Z_1e^{-\alpha r}}{r}, \tag{1}$$

and a value of $\alpha$ must be chosen before anything else can be done. Electrostatics does not choose it. The charge enclosed within $r$ is $r^2\,dV/dr=Z_1(1+\alpha r)e^{-\alpha r}$, which falls from $Z_1$ at the ion to zero far away. Poisson's equation therefore assigns the potential a cloud of $Z_1$ electrons for every $\alpha>0$. What has to be asked is whether the electrons scattered by $V$ really supply that many. The answer is the Friedel sum rule,

$$Z_1=\frac{2}{\pi}\sum_{l=0}^{\infty}(2l+1)\,\delta_l(k_F), \tag{2}$$

where $\delta_l(k_F)$ are the phase shifts at the Fermi wavenumber $k_F$.

**Assumptions.** Hartree atomic units are used. The ion is at rest in a uniform gas, the electrons move independently in a spherical mean-field potential $V(r)$, and both spins are equally filled. $V$ is less singular than $1/r^2$ at the origin and decays faster than any power at large $r$. The distant gas is a reservoir that holds the Fermi energy at $k_F^2/2$.

## 2. Nodes count levels

Put the ion at the centre of a hard-walled sphere of radius $R$. With the radial wavefunction written as $u(r)/r$ and $E=k^2/2$,

$$u''=\left[\frac{l(l+1)}{r^2}+2V-2E\right]u,\qquad u\sim r^{l+1}\ \text{at the origin}. \tag{3}$$

An energy is a level of the sphere when $u(R)=0$.

Let $w=\partial u/\partial E$ at fixed $r$. Differentiating (3) gives $w''=[\dots]w-2u$, with the same bracket, so

$$(uw'-u'w)'=uw''-u''w=-2u^2 .$$

The expression $uw'-u'w$ vanishes at the origin. At a node $r_n$, where $u=0$, integration gives $u'w=2\int_0^{r_n}u^2dr$. The node stays on $u(r_n(E),E)=0$, hence

$$\frac{dr_n}{dE}=-\frac{w}{u'}=-\frac{2}{u'(r_n)^2}\int_0^{r_n}u^2\,dr<0. \tag{4}$$

Nodes move inwards as $E$ rises. They cannot merge, because $u$ and $u'$ never vanish together, and they cannot leave at the origin, where $u\sim r^{l+1}$. A new node can enter only through the wall, and it does so when $E$ passes a level.

Below the lowest level there are no nodes. If there were one at $a<R$, the piece of $u$ on $(0,a)$, continued by zero, would be a trial function for the full sphere with energy $E$, and the variational principle forbids an energy below the lowest level. Therefore

*the number of levels below $E$ equals the number of nodes of $u$ in $0<r<R$.*

Bound levels are included without separate treatment.

## 3. A phase shift without a free multiple of $\pi$

An asymptotic form $\sin(kr-l\pi/2+\delta_l)$ fixes $\delta_l$ only up to multiples of $\pi$, whereas (2) needs its full value. Following the phase outwards from the origin supplies it.

**Free waves.** Let $s(x)=x\,j_l(x)$ and $c(x)=x\,y_l(x)$ with $x=kr$. For $l=0$ these are $\sin x$ and $-\cos x$. Both obey the same free equation, so $s\,c_x-s_x\,c$ is constant (the subscript means $d/dx$), and its large-$x$ value is 1. Write

$$s=M\sin\varphi,\qquad c=-M\cos\varphi,\qquad \varphi(0)=0 .$$

Substitution gives $s\,c_x-s_x\,c=M^2\varphi_x=1$, so $d\varphi/dr=k/M^2>0$. At large $r$, $M\to1$ and $\varphi\to kr-l\pi/2$, up to a fixed multiple of $2\pi$ that cancels in every difference below.

**With the potential.** Define an amplitude $A(r)$ and a phase $\delta(r)$ by

$$u=A\,p,\quad u'=A\,k\,p_x,\qquad p=s\cos\delta-c\sin\delta , \tag{5}$$

where $p_x$ is taken at fixed $\delta$. Let $q=s\sin\delta+c\cos\delta$, so that $\partial p/\partial\delta=-q$. The two parts of (5) agree only if

$$A'p=A\delta'q .$$

Differentiating $u'$ and using the free equation for $s$ and $c$ turns (3) into

$$k\,(A'p_x-A\delta'q_x)=2VAp .$$

Multiply by $p$ and replace $A'p$ by $A\delta'q$. The left side becomes $-kA\delta'(p\,q_x-p_x\,q)$. Since $p$ and $q$ are a rotation of $s$ and $c$, the last bracket equals $s\,c_x-s_x\,c=1$. Thus

$$\delta'(r)=-\frac{2V(r)}{k}\,\big[s\cos\delta-c\sin\delta\big]^2,\qquad \delta(0)=0. \tag{6}$$

The phase shift $\delta_l(k)$ is the value of $\delta$ beyond the range of $V$. Attraction makes it positive and repulsion negative. It is continuous in $k$, and the factor $1/k$ takes it to zero as $k\to\infty$, slowed at most by a logarithm for a Coulomb singularity at the origin.

**Nodes again.** In terms of $M$ and $\varphi$,

$$u=A\,M\sin(\varphi+\delta). \tag{7}$$

Nodes lie where $\varphi+\delta=n\pi$. There the square bracket in (6) vanishes, so $\delta'=0$ while $\varphi'>0$. The total phase crosses each multiple of $\pi$ upwards and never returns. Near the origin $\delta$ is much smaller than $\varphi$, so the count starts from zero. The number of levels below $E$ is then

$$N_l(R)=\left\lfloor\frac{\varphi(R)+\delta_l(k)}{\pi}\right\rfloor , \tag{8}$$

where $\lfloor\ \rfloor$ is the integer part, apart from the isolated radii at which a level coincides with $E$.

**An instance.** Take $Z_1=2$, $\alpha=1.3438$ bohr$^{-1}$ and $R=40$ bohr. Diagonalizing the radial Hamiltonian on a grid puts the thirteenth s level, counted from the bound one, at $k=0.9727$ bohr$^{-1}$. The wall condition $kR+\delta_0=13\pi$ gives $\delta_0=1.9335$ rad when the unrounded $k$ is used. Numerical integration of (6) at this $k$ also gives 1.9335 rad.

## 4. Counting the extra states

Without the ion the count is $\lfloor\varphi/\pi\rfloor$. The number of extra levels at fixed Fermi energy is therefore

$$\Delta N_l(R)=\left\lfloor\frac{\varphi+\delta_l}{\pi}\right\rfloor-\left\lfloor\frac{\varphi}{\pi}\right\rfloor .$$

This is an integer, while $\delta_l/\pi$ in general is not. Write $\delta_l/\pi=m+f$ with $m$ an integer and $0\le f<1$. Then $\Delta N_l$ equals $m+1$ when the fractional part of $\varphi/\pi$ is at least $1-f$, and $m$ otherwise. As a large $R$ grows by $\pi/k_F$, $\varphi/\pi$ grows uniformly by one, so the value $m+1$ occurs for a fraction $f$ of the radii. The mean is

$$\overline{\Delta N_l}=m(1-f)+(m+1)f=\frac{\delta_l(k_F)}{\pi}. \tag{9}$$

Each $l$ has $2l+1$ orientations and two spins. The extra electrons number $(2/\pi)\sum_l(2l+1)\delta_l(k_F)$, and neutrality sets this equal to $Z_1$. That is (2).

The average matters. For the $Z_1=2$ potential above, the levels with $l\le4$ can be counted on a fine grid of wall radii from 30 to 95.5 bohr, which spans twenty periods. The number of extra states in a single sphere varies between 0 and 22, because one level crossing the Fermi energy brings in $2(2l+1)$ states at once. The upper value depends on the range of radii and on the number of waves kept. The mean is 1.989, against 1.994 from the phase shifts with $l\le4$; the small gap comes from the finite grid. The jumps show where the last level lies relative to the Fermi energy, which is a property of the wall.

## 5. The charge sits near the ion

Neutrality concerns charge around the ion, so the extra states should be located there. This can be shown in the unbounded gas, with no wall at $R$. Take $l=0$ and normalize the continuum waves to $u\to\sin\theta$ with $\theta=kr+\delta_0$. In a very large outer sphere of radius $L$, the normalization factor $2/L$ times the level density $L/\pi$ gives the weight $(2/\pi)\,dk$.

With $v=\partial u/\partial k$, equation (3) gives $v''=[\dots]v-2ku$, so $(u'v-uv')'=2ku^2$. At $r=R$, outside the potential,

$$u'=k\cos\theta,\qquad v=(R+\dot\delta_0)\cos\theta,\qquad v'=\cos\theta-k(R+\dot\delta_0)\sin\theta,$$

where $\dot\delta_0=d\delta_0/dk$. Hence

$$\int_0^R u^2dr=\frac{u'v-uv'}{2k}=\frac{R+\dot\delta_0}{2}-\frac{\sin2\theta}{4k}. \tag{10}$$

Subtract the free value, for which $\delta_0=0$, and use $\sin(2kR+2\delta_0)-\sin2kR=2\sin\delta_0\cos(2kR+\delta_0)$. Integrating with weight $2/\pi$ up to $k_F$ gives the displaced continuum charge per spin inside $R$:

$$\frac{\delta_0(k_F)-\delta_0(0)}{\pi}-\frac1\pi\int_0^{k_F}\frac{\sin\delta_0\cos(2kR+\delta_0)}{k}\,dk. \tag{11}$$

**The ripple.** The last integral, with its factor $1/\pi$, oscillates with $R$. Integration by parts gives its leading form at large $R$,

$$\frac{\sin\delta_0(k_F)\,\sin(2k_FR+\delta_0(k_F))}{2\pi k_FR}, \tag{12}$$

since the end $k=0$ contributes nothing at this order when $\sin\delta_0\propto k$ there. This is the Friedel oscillation of the s-wave charge.

**The bound levels.** At small $k$, away from a zero-energy resonance, $\delta_0=m\pi-ka$ with $a$ the scattering length. Choose $R$ much larger than $|a|$ and the range of $V$, but much smaller than $1/k$. Then $\varphi+\delta_0=m\pi+k(R-a)$ lies just above $m\pi$, and (8) gives $m$ levels below an energy that tends to zero. These are the bound levels, so $\delta_0(0)=\pi N_b$. Adding their charge $N_b$ to (11) leaves $\delta_0(k_F)/\pi$ and a vanishing ripple.

For $l>0$ the same steps hold with corrections that vanish as $R\to\infty$ at fixed $l$. The sum over $l$ is taken afterwards, and it converges quickly for a short-range potential.

**Numbers for $Z_1=2$.** One s level is bound, at $-0.323$ hartree. Direct integration of the waves gives a continuum part of $-0.3853$ electrons per spin within 20 bohr. The total is $1-0.3853=0.6147$, and adding the ripple of 0.0040 gives $0.6187=\delta_0(k_F)/\pi$. Within 40 bohr the total is 0.6194 and the ripple $-0.0006$. The continuum part is negative: the well binds one s electron per spin, and the continuum s waves lose part of their charge near the ion.

**At a zero-energy resonance** $\delta_0(0)=(N_b+\tfrac12)\pi$. The integrand in (11) then behaves as $-\sin(2kR)/k$ near $k=0$, and the second term tends to $+\tfrac12$ instead of zero. The missing half is restored and (2) still holds.

## 6. The weak-ion limit

For a weak potential, set $\delta=0$ on the right of (6):

$$\delta_l\simeq-\frac2k\int_0^\infty V\,(kr\,j_l)^2dr=-2k\int_0^\infty V\,r^2j_l^2(kr)\,dr .$$

Because $\sum_l(2l+1)j_l^2=1$, potential (1) gives

$$\frac2\pi\sum_l(2l+1)\delta_l\simeq\frac{4k_FZ_1}{\pi}\int_0^\infty re^{-\alpha r}dr=\frac{4k_FZ_1}{\pi\alpha^2}.$$

Setting this equal to $Z_1$ yields

$$\alpha_{TF}^2=\frac{4k_F}{\pi}. \tag{13}$$

This is the Thomas-Fermi result. With density $n_0=k_F^3/3\pi^2$ and $E_F=k_F^2/2$, one has $4\pi\,dn_0/dE_F=4\pi k_F/\pi^2=4k_F/\pi$. To first order in $V$, then, the sum rule and Thomas-Fermi screening agree, and $\alpha$ does not depend on $Z_1$.

For a stronger positive ion the sum rule still selects a single $\alpha$. Raising $\alpha$ makes $V$ shallower at every $r$, so all levels rise, the counts fall, and by (9) the phase shifts fall too.

## 7. From phase shifts to stopping

In the frame of an ion moving with velocity $\mathbf v$, the gas occupies $|\mathbf k+\mathbf v|<k_F$. An electron scattered elastically through an angle $\vartheta$ gives up, on average, the momentum $\mathbf k(1-\cos\vartheta)$. The exclusion principle does not alter the net force: the blocking terms are symmetric in initial and final states, the momentum transfer is antisymmetric, and they cancel in the sum. The force on the ion is

$$\mathbf F=\int\frac{2\,d^3k}{(2\pi)^3}\,k\,\sigma_{tr}(k)\,\mathbf k ,\qquad \sigma_{tr}=\int|f|^2(1-\cos\vartheta)\,d\Omega .$$

Let $\mu$ be the cosine of the angle between $\mathbf k$ and $\mathbf v$. To first order the edge of the occupied region is $k_F-v\mu$. The undisplaced sphere gives no force, and the thin shell gives

$$F=\frac{1}{2\pi^2}\int_{-1}^{1}d\mu\,(-v\mu)\,k_F^2\cdot k_F\sigma_{tr}\cdot k_F\mu=-\frac{k_F^4\sigma_{tr}}{3\pi^2}\,v .$$

The stopping power is therefore $Qv$ with

$$Q=n_0k_F\,\sigma_{tr}(k_F). \tag{14}$$

For the cross section, insert $f=k^{-1}\sum_l(2l+1)e^{i\delta_l}\sin\delta_l\,P_l$. The part without $\cos\vartheta$ is $(4\pi/k^2)\sum_l(2l+1)\sin^2\delta_l$, and regrouping its terms gives $(4\pi/k^2)\sum_l(l+1)(\sin^2\delta_l+\sin^2\delta_{l+1})$. The factor $\cos\vartheta$ couples only neighbouring $l$, and subtracts $2(l+1)\sin\delta_l\sin\delta_{l+1}\cos(\delta_l-\delta_{l+1})$ inside the sum. Together the terms are $(l+1)\,|e^{i\delta_l}\sin\delta_l-e^{i\delta_{l+1}}\sin\delta_{l+1}|^2$. Since $e^{i\delta}\sin\delta=(e^{2i\delta}-1)/2i$, the squared modulus is $|e^{2i\delta_l}-e^{2i\delta_{l+1}}|^2/4=\sin^2(\delta_l-\delta_{l+1})$, so

$$\sigma_{tr}=\frac{4\pi}{k^2}\sum_l(l+1)\sin^2(\delta_l-\delta_{l+1}). \tag{15}$$

## 8. Worked example: charges 1 and 2

Take $r_s=2$ bohr, the radius of the sphere that holds one electron. Then $k_F=(9\pi/4)^{1/3}/r_s=0.9596$ bohr$^{-1}$, $n_0=0.02984$ bohr$^{-3}$ and $\alpha_{TF}=1.105$ bohr$^{-1}$. Equation (6) is integrated numerically for $l\le20$, and $\alpha$ is adjusted until (2) holds.

| | $Z_1=1$ | $Z_1=2$ |
|---|---|---|
| $\alpha$ (bohr$^{-1}$) | 1.2545 | 1.3438 |
| $\delta_0$ (rad) | 0.9186 | 1.9438 |
| $\delta_1$ (rad) | 0.1414 | 0.2805 |
| $\delta_2$ (rad) | 0.0302 | 0.0494 |
| $Q$ (a.u.) | 0.202 | 0.430 |

For $Z_1=1$ the s wave carries $(2/\pi)(0.9186)=0.585$ electrons and the p wave $(2/\pi)(3)(0.1414)=0.270$. The d wave adds 0.096, and higher waves bring the sum to 1.

For $Z_1=2$ the first two terms of the sum in (15) are $\sin^2(1.6633)=0.991$ and $2\sin^2(0.2311)=0.105$. Higher terms add 0.005. With $4\pi/k_F^2=13.65$ bohr$^2$ this gives $\sigma_{tr}=15.03$ bohr$^2$, and

$$Q=0.02984\times0.9596\times15.03=0.430\ \text{a.u.}$$

At $v=0.2$ a.u. the linear law gives 0.0405 hartree/bohr (2.08 eV/Å) for $Z_1=1$ and 0.0861 hartree/bohr (4.43 eV/Å) for $Z_1=2$. At this speed, about a fifth of $k_F$, the full displaced sphere with the same static potentials gives a force 1 to 2% lower.

Doubling the charge multiplies $Q$ by about 2.1. At fixed $\alpha$, phase shifts small enough to be proportional to $Z_1$ would give a factor of 4, since then $\sin^2(\delta_l-\delta_{l+1})\simeq(\delta_l-\delta_{l+1})^2$. The leading term in (15) cannot exceed 1. For $Z_1=2$ the difference $\delta_0-\delta_1=1.663$ has just passed $\pi/2$, so this term sits at 0.99, slightly beyond its maximum.

**The cost of keeping $\alpha_{TF}$.** The phase shifts then account for 1.25 electrons around the ion of charge 1 and 2.74 around the ion of charge 2. $Q$ becomes 0.234 and 0.491 a.u., which is 15% and 14% above the respective sum-rule values. This compares two choices of $\alpha$ within model (1). It does not measure the error against a real metal, as section 9 shows.

## 9. What the rule does not settle

The sum rule fixes one number, the total charge. It does not make (1) self-consistent: the cloud that Poisson's equation assigns to (1) decays exponentially, while the scattered electrons carry the slowly decaying ripple (12). A self-consistent mean-field potential must match the density at every $r$, and it then has an oscillating power-law tail, which the decay assumption of section 1 does not cover. The shape of the potential matters: $-Z_1e^{-\alpha r}(1+\alpha r/2)/r$, with $\alpha$ again fixed by (2), gives $Q=0.24$ a.u. for $Z_1=1$ instead of 0.20. The values of $Q$ above also leave out exchange and correlation and the crystal lattice. At $r_s=2$ a self-consistent potential without exchange and correlation gives $Q\approx0.19$ and $0.43$ a.u., close to the sum-rule values. With local-density exchange and correlation it gives about 0.26 and 0.43, so for $Z_1=1$ model (1) is about 20% too low and the ratio of the two charges falls from 2.1 to about 1.7.

The derivation fails for an unscreened Coulomb tail, where (6) never settles to a final phase. A potential that is not spherical mixes the partial waves, and the separate $\delta_l$ lose their meaning. The stopping formula needs $v\ll k_F$, since both the edge of the displaced sphere and the use of a static potential are first-order steps.
